# Residual resistivity and Nordheim's rule in the coherent-potential approximation, part 2

The problem is the residual resistivity $\rho=1/\sigma_{xx}$ of a random alloy, its approximate parabola in composition (Nordheim's rule, $\rho\propto x(1-x)$) and the parabola's tilt. Hartree atomic units are used ($\hbar=e=m_e=1$, charge $-1$), with independent electrons, spin factor 2, Fermi function $f$ and field $\mathcal E$ along $x$.

On $N$ sites at $\mathbf R_n$, one orbital each, with cell volume $\Omega_0$ and $\mathcal V=N\Omega_0$, $H=H_0+\sum_nV_nP_n$, $P_n=|n\rangle\langle n|$. $H_0$ has band $\varepsilon_{\mathbf k}$; the velocity $v$, with $v_{\mathbf k}=\partial\varepsilon_{\mathbf k}/\partial k_x$, is not random. The independent $V_n$ are $y\delta$ on A (probability $x$) and $-x\delta$ on B ($y=1-x$), with mean zero and variance $w=xy\delta^2$.

Let $G=(z-H)^{-1}$, $z=E\pm i\eta$; subscripts 1, 2 label $z_1,z_2$. The coherent-potential approximation (CPA) replaces $\langle G\rangle$ by $\bar G=(\zeta-H_0)^{-1}$, $\zeta=z-\Sigma$, with $F=\bar G_{nn}$ and $\Delta=-\mathrm{Im}\,\Sigma(E+i\eta)$. With $u_n=V_n-\Sigma$ and $G=\bar G+\bar G\sum_nQ_n\bar G$,
$$Q_n=t_nP_n\Big(1+\bar G\sum_{m\ne n}Q_m\Big),\qquad t_n=\frac{u_n}{1-u_nF}. \tag{2}$$
The condition $\langle t_n\rangle=0$ gives
$$\Sigma=\frac{wF}{1+[\Sigma+(x-y)\delta]F}. \tag{3}$$

Decoupling gives $\langle G_1CG_2\rangle=\bar G_1(C+\Gamma)\bar G_2$. The vertex correction $\Gamma$ is a ladder with $\Lambda=L/(1+LF_1F_2)=(\Sigma_1-\Sigma_2)/(F_1-F_2)$, $L=\langle t_1t_2\rangle$, fed by $c=\langle n|\bar G_1C\bar G_2|n\rangle$. For $C=v$, $c$ is the zone integral of the gradient of a periodic function for any non-real $\zeta_1,\zeta_2$, so $c=0$ and $\Gamma=0$. For the density, $C=e^{i\mathbf q\cdot\hat{\mathbf R}}$, the ladder remains. The Kubo–Greenwood formula, derived from the energy absorbed from a field pulse, becomes
$$\sigma_{xx}=\frac{2\pi}{\Omega_0}\int dE\,(-f')\,B(E),\qquad B=\int d\varepsilon\,\Phi(\varepsilon)A(E,\varepsilon)^2. \tag{6}$$
Here $A=-\pi^{-1}\mathrm{Im}(E-\Sigma-\varepsilon)^{-1}$ and $\Phi(\varepsilon)=N^{-1}\sum_{\mathbf k}v_{\mathbf k}^2\delta(\varepsilon-\varepsilon_{\mathbf k})$. With $\tilde\Phi(\zeta)=\int d\varepsilon\,\Phi/(\zeta-\varepsilon)$ and $\mathrm{Im}\,\zeta=\Delta$,
$$B=\frac1{2\pi^2}\Big[-\frac{\mathrm{Im}\,\tilde\Phi(\zeta)}{\Delta}+\mathrm{Re}\,\tilde\Phi'(\zeta)\Big]. \tag{7}$$

The example is simple cubic: lattice constant $a=5$ bohr, nearest-neighbour hopping $t=0.02$ Ha, $n=0.2$ electrons per site, $\delta=0.01$ Ha.

The vanishing of $\Gamma$ is a property of the decoupling and is not exact. Expand the connected part $N^{-1}\{\mathrm{Tr}\langle vG_1vG_2\rangle-\mathrm{Tr}[v\langle G_1\rangle v\langle G_2\rangle]\}$ in $V=\sum_n V_nP_n$ about $g=(z-H_0)^{-1}$, and set $a=g_2vg_1$, $b=g_1vg_2$. Each term has the cyclic form $\mathrm{Tr}[a\,V\cdots V\,b\,V\cdots V]$ with at least one $V$ on each side, and $a_{nn}=b_{nn}=0$ by the argument above. At second and third order all $V$ must share a site, which produces $a_{nn}$. At fourth order the average is $w^2$ times the three pairings plus a one-site cumulant, which again produces $a_{nn}$. Number the $V$ from 1 to 4 along the trace. The pairing (14)(23) closes $a$ on one site. The pairing (12)(34) belongs to the subtracted product when the split is 2+2; for 3+1 it closes $b$ on one site, and for 1+3 it gives $\mathrm{Tr}[aP_mbP_mg_2P_ng_2P_n]$, which contains the factor $b_{mm}=0$. Only the crossed pairing (13)(24) remains. For 2+2 it is $\mathrm{Tr}[aP_mg_1P_nbP_mg_2P_n]$, and with the 3+1 and 1+3 splits the sum is
$$\frac{w^2}N\sum_{mn}\big[a_{nm}g_{1,mn}b_{nm}g_{2,mn}+a_{nm}b_{mn}(g_{1,mn}g_{1,nm}+g_{2,mn}g_{2,nm})\big]. \tag{8}$$
Averaging over all configurations of a ten-site ring at small $\delta$, with $x=0.3$, $z_1=(0.6+0.5i)t$ and $z_2=(0.4-0.5i)t$, gives a connected part of $(0.1314-0.2888i)\,w^2/t^4$ against $0.1314-0.2890i$ from (8). On the same ring the errors relative to the exact average scale as $\delta^p$ with $p=4.01$ for $F$, 3.95 for the current without vertex term, 3.79 for the density with its ladder at finite $q$, and 2.00 for the density without it. The first term of (8) is the lowest of the maximally crossed diagrams associated with weak localization, so (6) contains no localization effect.

At strong disorder the size of the dropped terms was probed with random $8^3$ cells at $\delta=2t$, $x=0.3$, $\eta=0.3t$, compared with the CPA on the same $\mathbf k$ grid. At $E=-1.4t$ the cells give $B/a^2=0.0876\pm0.0003$ against 0.0885 from the CPA and 0.308 without disorder. At $E=-1.0t$ they give $0.0644\pm0.0004$ against 0.0651, but the clean value there, 0.0719, is too close for a sharp comparison. These numbers belong to the coarse grid, whose clean spectrum consists of discrete shells (the first energy lies on one, the second between two), and are not bulk values: on a $40^3$ grid the CPA gives 0.0864 and 0.0876 and the clean crystal 0.152 and 0.163. Only the comparison of cells and CPA on the same grid is meaningful. Both cell averages lie about 1 % below the CPA value, with sampling errors of 0.3 % at the first energy and 0.7 % at the second, so the size of the deficit is only roughly determined. That the deficit is due to crossed terms is a conjecture, and the large $\eta$ means the comparison says nothing about long paths as $\eta\to0$.

The proof also needs one orbital per cell. With several, $c$ is a matrix $\sum_{\mathbf k}\bar G_1v\bar G_2$ of non-commuting factors, which for $z_1\neq z_2$ is in general not a gradient. Symmetry can still remove it (inversion with all orbitals of equal parity at the centre makes $\bar G$ even and $v$ odd in $\mathbf k$), but otherwise the second-order term can survive; it equals $w\,\mathrm{tr}(a_{00}b_{00})$ over the cell block when both orbitals shift together. A six-cell ring with two orbitals of opposite parity per cell, $H_0(k)=-t(1+2\cos k)\sigma_z+t\sin k\,\sigma_y$ at $z_{1,2}=(0.7\pm0.4i)t$, gives $-1.537\,w/t^2$ both from this expression and from exact enumeration. Random hopping breaks the derivation at two earlier points, since $v$ becomes random and $t_n$ is no longer proportional to $P_n$. Short-range order breaks it through $\langle V_nV_m\rangle\ne0$ for $n\neq m$.

For weak scattering let $F_0(E)=\mathrm{Re}F_0-i\pi g_0$ be the pure-crystal value, with $g_0$ the density of states per site and spin. Since $\Sigma=O(\delta^2)$, $F=F_0(E-\Sigma)=F_0-\Sigma F_0'+\cdots$, and expanding the denominator of (3),
$$\Sigma=wF_0+w(y-x)\delta F_0^2+w(y-x)^2\delta^2F_0^3-w^2(F_0^3+F_0F_0')+O(\delta^5). \tag{9}$$
With $\mathrm{Im}F_0^2=-2\pi g_0\mathrm{Re}F_0$ this gives $\Delta=\pi wg_0[1+2(y-x)\delta\,\mathrm{Re}F_0+O(\delta^2)]$. In (7), $-\mathrm{Im}\,\tilde\Phi(\zeta)=\pi\Phi(E)+O(w)$, and the second term is of order 1 beside $1/\Delta$, so $B=\Phi/(2\pi\Delta)$ up to relative order $w$. At fixed filling the Fermi level moves too. The electron number per spin below $\mu$ is $-\pi^{-1}\mathrm{Im}\int^\mu F\,dE=n_0(\mu)+(w/\pi)\mathrm{Im}\int^\mu F_0F_0'\,dE=n_0(\mu)+(w/2\pi)\mathrm{Im}F_0^2=n_0(\mu)-wg_0\mathrm{Re}F_0$. On the real axis the expansion under this integral fails near the band bottom, but $F$ and $F_0$ are analytic in the upper half-plane, so the path from $-\infty$ to $\mu$ can be moved there, where the expansion holds, and $\int F_0F_0'\,dE=F_0^2/2$ depends only on the end point. Holding the electron number fixed requires a shift $w\,\mathrm{Re}F_0=\mathrm{Re}\,\Sigma$ at leading order, again a correction of order $w$. At $T=0$, therefore,
$$\rho=\frac{\Omega_0\Delta}{\Phi}=x(1-x)\,\frac{\pi\Omega_0\delta^2g_0(E_F)}{\Phi(E_F)}\Big[1+2(1-2x)\,\delta\,\mathrm{Re}F_0(E_F)+O(\delta^2)\Big]. \tag{10}$$
The prefactor is Nordheim's rule, $\rho_N$. The derivation of (10) assumes a common band for A and B, a filling independent of $x$, $|\delta F_0|\ll1$, and $\Sigma$ and $k_BT$ small against the distance to a band edge or van Hove point, where $F_0'$ or $\tilde\Phi''$ diverges and the Taylor expansions fail. If the filling changes with $x$, then $g_0/\Phi$ in general depends on $x$, and the curve need not be a parabola even at leading order.

The same $\rho_N$ is the Boltzmann result. With $V_{\mathbf k\mathbf k'}=N^{-1}\sum_nV_ne^{i(\mathbf k'-\mathbf k)\cdot\mathbf R_n}$, independence gives $\langle|V_{\mathbf k\mathbf k'}|^2\rangle=w/N$ for all pairs, and the golden rule gives $1/\tau=2\pi wg_0=2\Delta$. The scattering-in term is proportional to $\sum_{\mathbf k'}v_{\mathbf k'}\delta(E-\varepsilon_{\mathbf k'})$, the gradient of a step function of $\varepsilon_{\mathbf k'}$ integrated over the zone, which is zero; this is the semiclassical form of $c=0$, and it makes the transport time equal to the lifetime. The force $-\mathcal E$ gives $\delta f=\tau\mathcal Ev f'$, so $J=-(2/\mathcal V)\sum v\,\delta f$ and $\sigma=2\Phi\tau/\Omega_0=\Phi/(\Omega_0\Delta)$. In the check, CPA resistivities extrapolated to $\delta\to0$ at the pure-band Fermi energy give $\rho/\rho_N=0.99998$ at $x=0.5$ and 1.00001 at $x=0.2$, with $g_0$, $\Phi$ and $\mathrm{Re}F_0$ taken from separate quadratures, and the slope in $\delta$ at $x=0.2$ is $-0.35339/t$ both ways.

In the model alloy $\varepsilon_{\mathbf k}=-2t\sum_i\cos k_ia$ and $\Omega_0=125$ bohr³. The Fermi level is found from $n/2=\tfrac12+\pi^{-1}\int_0^\infty\mathrm{Re}F(\mu+is)\,ds$, which holds because each level contributes $\int_0^\infty\mathrm{Re}(\mu-\varepsilon+is)^{-1}ds=(\pi/2)\,\mathrm{sgn}(\mu-\varepsilon)$. For the pure band $E_F=-0.064852$ Ha, between the band bottom at $-6t$ and the van Hove point at $-2t$, with $g_0=3.3272$ Ha⁻¹, $\mathrm{Re}F_0=-14.725$ Ha⁻¹ and $\Phi=0.070977$ Ha bohr². For $\delta=0.01$ Ha,
$$\frac{\rho_N}{xy}=\frac{\pi\times125\times10^{-4}\times3.3272}{0.070977}=1.8408\ \text{a.u.}=40.02\ \mu\Omega\,\text{cm},$$
with one atomic unit equal to 21.74 μΩ cm. At $x=0.5$ the Born width is $\pi\times0.25\times10^{-4}\times3.3272=0.000261$ Ha and the CPA width is 0.000258 Ha. The CPA gives $B=43.765$ bohr², so $\rho=125/(2\pi\times43.765)=0.4546$ a.u. $=9.88$ μΩ cm, which is 0.988 of $\rho_N$. The Fermi level, $-0.065218$ Ha, has moved by $-0.000366$ Ha, against $w\,\mathrm{Re}F_0=0.25\times10^{-4}\times(-14.725)=-0.000368$ Ha. The lifetime $\tau=1937$ a.u. and the root-mean-square Fermi speed 0.253 a.u. give a mean free path of 490 bohr, or 98 lattice constants.

The tilt comes from the bracket in (10). With $\delta\,\mathrm{Re}F_0=-0.14725$ it is $1\mp2\times0.8\times0.14725$, or 0.764 at $x=0.1$ and 1.236 at $x=0.9$, against CPA ratios $\rho/\rho_N$ of 0.793 and 1.267. The sign follows from (2): a lone impurity of strength $u$ scatters with $t=u/(1-uF_0)$, and for $\mathrm{Re}F_0<0$ the modulus of the denominator grows at first order for $u>0$ and shrinks for $u<0$. At this filling a repulsive minority (A at small $x$) scatters less than its Born value and an attractive minority (B at large $x$) more. At $x=0.5$ the term vanishes, which is why the parabola is good there.

Both CPA ratios exceed the bracket by about 0.03, and (9) accounts for this. At relative order $\delta^2$ the correction has the form $\alpha(y-x)^2\delta^2+\beta w$, because the third term of (9) is the only one not proportional to a further $w$. Its coefficient is $\alpha=\mathrm{Im}F_0^3/\mathrm{Im}F_0=3(\mathrm{Re}F_0)^2-(\pi g_0)^2=650.4-109.3=541$ Ha⁻², so $\alpha\delta^2=0.0541$. The coefficient $\beta$ is read off the $x=0.5$ result, where $\beta w=0.9877-1=-0.0123$. Exchanging $x$ and $1-x$ is equivalent to reversing $\delta$, so the mean of the two ratios removes the odd orders. For $x=0.1,0.9$ the estimate is $0.64\times0.0541-(0.09/0.25)\times0.0123=0.030$, and the CPA gives $(0.7927+1.2674)/2-1=0.030$. For $x=0.3,0.7$ it is $0.16\times0.0541-(0.21/0.25)\times0.0123=-0.002$, and the CPA gives $(0.8818+1.1147)/2-1=-0.002$.

At $\delta=0.04$ Ha, or $2t$, the expansion has failed: the bracket is 0.058 at $x=0.1$ where the CPA ratio is 0.42, and 1.94 at $x=0.9$ where it is 2.50. The CPA resistivities for $x=0.1,0.3,0.5,0.7,0.9$ are 24, 76, 132, 182 and 144 μΩ cm, so the largest of the five is at $x=0.7$, and at $x=0.5$ the value is 0.83 of Nordheim's $0.25\times640=160$ μΩ cm. The product of $\tau=144$ a.u. and the pure-band speed is 36 bohr at $x=0.5$, about seven lattice constants. Equation (6) does not rely on small $\delta$ in its single-site terms, which are summed to all orders, but at this strength it omits crossed terms whose size at $\eta\to0$ and at this filling has not been determined here.

## Computed values

```
pulse absorption (t): propagated 1.53384e-06, Kubo-Greenwood 1.53377e-06
ring N=10, x=0.3, z1=(0.6+0.5j), z2=(0.4-0.5j) (t); error order in d from d=0.1,0.05:
  F 4.01, current bubble 3.95, density ladder 3.79, density bubble 2.00
exact current vertex part / w^2 = 0.13140-0.28883j, crossed diagrams 0.13143-0.28904j (t^-4)
N<|V_kk'|^2>/d^2 = 0.210000, x(1-x) = 0.210000
two-orbital ring, z=0.7+-0.4i: vertex part / w = -1.53714, one rung -1.53737 (t^-2)
asymmetric band, d=2: Lambda 0.696984-0.042913j, dS/dF 0.696984-0.042913j (t^2)
  max|eps_k-eps_-k| = 1.288 t, |<vGG>| = 1.1e-16, <|vGG|> = 0.826 (1/t)
sc, zeta=(-1.3+0.4j): B k-sum 0.1156918, closed form 0.1156918
8^3 supercells, 20 samples, x=0.3, d=2.0, B in units a^2:
  z=(-1.4+0.3j): supercell 0.08763 +- 0.00029, CPA 0.08847, no disorder 0.30768
  z=(-1+0.3j): supercell 0.06443 +- 0.00043, CPA 0.06513, no disorder 0.07185
d->0, x=0.5: rho/rho_N -> 0.99998, slope 0.00000, 2(1-2x)ReF0 = -0.00000 (1/t)
d->0, x=0.2: rho/rho_N -> 1.00001, slope -0.35339, 2(1-2x)ReF0 = -0.35339 (1/t)
example: sc, t = 0.02 Ha, a = 5.0 bohr, Omega0 = 125 bohr^3, n = 0.2 e/site, T = 0
atomic unit of resistivity = 21.7398 muOhm cm
pure band: E_F = -0.064852 Ha, g0 = 3.32719 /Ha, Re F0 = -14.7246 /Ha
pure band: Phi0 = 0.070977 Ha bohr^2, v_rms = 0.25298 a.u.
d = 0.010 Ha: rho_N/(xy) = 1.8408 a.u. = 40.02 muOhm cm
  x   E_F(Ha)   ReS(Ha)   Delta(Ha) B      rho(au) rho(muOhm cm) rho/rho_N 1+skew
  0.1 -0.064972 -0.000124 0.000075 151.475 0.1313 2.855 0.7927 0.7644
  0.3 -0.065145 -0.000299 0.000194 58.363 0.3409 7.410 0.8818 0.8822
  0.5 -0.065218 -0.000368 0.000258 43.765 0.4546 9.882 0.9877 1.0000
  0.7 -0.065175 -0.000318 0.000245 46.166 0.4309 9.368 1.1147 1.1178
  0.9 -0.064998 -0.000139 0.000119 94.744 0.2100 4.565 1.2674 1.2356
  x=0.5: Born Delta = 0.000261 Ha, tau = 1937.1 a.u., v_rms tau = 490.0 bohr
d = 0.040 Ha: rho_N/(xy) = 29.4535 a.u. = 640.32 muOhm cm
  x   E_F(Ha)   ReS(Ha)   Delta(Ha) B      rho(au) rho(muOhm cm) rho/rho_N 1+skew
  0.1 -0.066322 -0.001572 0.000636 17.799 1.1177 24.299 0.4216 0.0576
  0.3 -0.068780 -0.004175 0.002010 5.657 3.5169 76.457 0.5686 0.5288
  0.5 -0.070349 -0.005722 0.003478 3.269 6.0860 132.308 0.8265 1.0000
  0.7 -0.070478 -0.005433 0.004729 2.381 8.3570 181.681 1.3511 1.4712
  0.9 -0.067871 -0.001923 0.003660 3.004 6.6225 143.972 2.4983 1.9424
  x=0.5: Born Delta = 0.004181 Ha, tau = 143.8 a.u., v_rms tau = 36.4 bohr
column B is in bohr^2; sigma = 2 pi B/Omega0
```
